# Current-driven heating of a vibration on a broad symmetric level: a numerical check

```python
"""
Result under test: a mode of energy w, weakly coupled to a broad level with equal
couplings to two zero-temperature leads at bias energy eV, has mean occupation
    N = (eV - w)/(4 w) / (1 + g_x/g_e)   for eV > w,   N = 0 otherwise.
g_x: external energy-damping rate (cold bath); g_e = 2 pi s lam^2 rho^2 w: damping by
electrons; s: spin channels; lam: coupling energy; rho: level density per spin.
Energies are in eV, lengths in angstrom; rates are multiplied by hbar (eV).
The discretized-lead tests use the level width as the unit of energy.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit


def occupation(bias, w, g_ext=0.0, g_el=1.0):
    """Derived formula for the broad symmetric level."""
    return max(0.0, bias - w) / (4 * w) / (1 + g_ext / g_el)


def golden(given, bias, width, level=0.0, share=0.5, kT=0.0):
    """Rate / (s lam^2) for electrons handing energy 'given' to the mode."""
    shares, mus = (share, 1 - share), (bias / 2, -bias / 2)

    def density(E):
        return width / (2 * np.pi * ((E - level)**2 + width**2 / 4))

    total = 0.0
    grid = np.linspace(-1.5, 1.5, 150001) if kT > 0 else None
    for sa, ma in zip(shares, mus):
        for sb, mb in zip(shares, mus):
            if kT > 0:
                y = (density(grid) * density(grid - given)
                     * expit((ma - grid) / kT) * expit((grid - given - mb) / kT))
                part = np.sum((y[1:] + y[:-1]) / 2) * (grid[1] - grid[0])
            elif ma > mb + given:
                part = quad(lambda E: density(E) * density(E - given),
                            mb + given, ma)[0]
            else:
                part = 0.0
            total += 2 * np.pi * sa * sb * part
    return total


# --- Test 1: rates from time evolution of a level with discretized leads ---------
def arrow_hamiltonian(half_band, count, level):
    """Level of width 1 coupled to the bright combination of two equal leads."""
    step = 2 * half_band / count
    energies = -half_band + (np.arange(count) + 0.5) * step
    H = np.diag(np.concatenate(([level], energies)))
    H[0, 1:] = H[1:, 0] = np.sqrt(step / (2 * np.pi))
    return H, energies


H, lead_energy = arrow_hamiltonian(4.0, 1600, 0.0)
E, U = np.linalg.eigh(H)
dt, sigma = 0.5, 0.008
delay = dt * np.arange(1201)
time = 40.0 + delay                      # the start-up transient has died out
left = U[1:] * U[0]
amp = left @ np.cos(np.outer(E, time)) - 1j * (left @ np.sin(np.outer(E, time)))
overlap = amp * amp[:, :1].conj()
w_t, bias_t = 0.05, 0.15


def time_domain_rate(given, share):
    """Fourier component of the connected level-density correlation."""
    fL = (lead_energy < bias_t / 2).astype(float)
    fR = (lead_energy < -bias_t / 2).astype(float)
    filled = share * fL + (1 - share) * fR
    corr = (filled @ overlap.conj()) * ((1 - filled) @ overlap)
    weight = dt * np.exp(-(sigma * delay)**2 / 2)
    weight[0] /= 2
    return 2 * np.real(np.sum(weight * corr * np.exp(-1j * given * delay)))


time_N = {}
for share in (0.5, 0.8):
    em, ab = (time_domain_rate(x, share) for x in (w_t, -w_t))
    # 1.5 percent: finite band and finite energy resolution
    assert abs(em / golden(w_t, bias_t, 1.0, share=share) - 1) < 0.015
    assert abs(ab / golden(-w_t, bias_t, 1.0, share=share) - 1) < 0.015
    time_N[share] = em / (ab - em)
    broad = share * (1 - share) * (bias_t - w_t) / w_t
    # 6 percent: the level is only some seven times wider than the bias window
    assert abs(time_N[share] / broad - 1) < 0.06
    em, ab = (golden(x, bias_t, 30.0, share=share) for x in (w_t, -w_t))
    assert abs(em / (ab - em) / broad - 1) < 1e-3      # truly broad level
above = time_domain_rate(w_t, 0.5)
below = time_domain_rate(0.20, 0.5)      # mode energy larger than the bias
assert abs(below) < 0.01 * above

# --- Test 2: static response of the level, which sets the frequency softening -----
filling = []
for shift in (-0.05, 0.05):
    H, _ = arrow_hamiltonian(16.0, 800, shift)
    e, u = np.linalg.eigh(H)
    filling.append(np.sum(u[0]**2 * expit(-e / 0.025)))
slope = (filling[1] - filling[0]) / 0.10
# 4 percent: finite band, thermal smoothing and finite difference
assert abs(slope / (-2 / np.pi) - 1) < 0.04

# --- Worked example: round parameters, hydrogen molecule between metal tips -------
w, bias, width, spins = 0.06, 0.18, 2.0, 2
coupling_slope, g_ext, kelvin, stiff_length = 0.4, 2e-4, 4.0, 1.0
hbar_eVs = sc.hbar / sc.e
kB = sc.k / sc.e
mass = 2 * (sc.m_p + sc.m_e)
x_zp = np.sqrt(sc.hbar**2 / (2 * mass * w * sc.e)) * 1e10
lam = coupling_slope * x_zp
rho = 2 / (np.pi * width)
strength = 2 * np.pi * spins * lam**2 * rho**2
g_el = strength * w
N_free = occupation(bias, w)
N_damped = occupation(bias, w, g_ext, g_el)


# --- Test 3: Pauli equation from oscillator matrices ------------------------------
def phase_space(given, V):
    def pos(z):
        return np.maximum(z, 0.0)
    return (2 * pos(-given) + pos(V - given) + pos(-V - given)) / 4


def pauli(V, damping, quartic=0.0, basis=60, keep=30):
    """Steady populations, transition matrix and energies of the mode."""
    x = np.diag(np.sqrt(np.arange(1, basis)), 1)
    x = x + x.T
    h = np.diag(w * (np.arange(basis) + 0.5)) + quartic * np.linalg.matrix_power(x, 4)
    e, vec = np.linalg.eigh(h)
    e, x = e[:keep], (vec.T @ x @ vec)[:keep, :keep]
    gain = e[:, None] - e[None, :]
    W = x**2 * (strength * phase_space(gain, V) + damping * np.maximum(-gain, 0) / w)
    np.fill_diagonal(W, 0.0)
    M = W - np.diag(W.sum(axis=0))
    A = M / strength
    A[0] = 1.0
    rhs = np.zeros(keep)
    rhs[0] = 1.0
    return np.linalg.solve(A, rhs), M, e


levels = np.arange(30)
pop, _, _ = pauli(bias, 0.0)
ratio = (bias - w) / (bias + 3 * w)
assert abs(pop @ levels - N_free) < 1e-8
assert np.allclose(pop, (1 - ratio) * ratio**levels, atol=1e-9)
pop_x, M_x, _ = pauli(bias, g_ext)
assert abs(pop_x @ levels - N_damped) < 1e-8
decay = np.sort(-np.linalg.eigvals(M_x).real)[1]
assert abs(decay / (g_el + g_ext) - 1) < 1e-5
_, M_e, _ = pauli(bias, 0.0)
electron_power = w * (levels @ (M_e @ pop_x))        # hbar times power, eV^2
assert abs(electron_power / (w * g_ext * N_damped) - 1) < 1e-6
assert pauli(0.05, 0.0)[0] @ levels < 1e-10

# --- Test 4: Langevin frequency integral at the actual, finite damping ------------
g_tot = g_el + g_ext


def spectrum(f):
    noise = (strength * (phase_space(f, bias) + phase_space(-f, bias))
             + g_ext * f / w) / 2
    return 4 * w**2 * noise / ((w**2 - f**2)**2 + (g_tot * f)**2) / np.pi


cuts = [0, w - 50 * g_tot, w - 5 * g_tot, w, w + 5 * g_tot, w + 50 * g_tot,
        bias, 10 * w, 200 * w]
assert np.all(np.diff(cuts) > 0)
x_squared = sum(quad(spectrum, a, b, limit=200)[0] for a, b in zip(cuts, cuts[1:]))
N_langevin = (x_squared - 1) / 2
assert abs(N_langevin - N_damped) < g_tot / w        # corrections are of this order


# --- Sizes of neglected effects for the example -----------------------------------
def full_N(damping, level=0.0, share=0.5, T=0.0, V=bias):
    kT = kB * T
    em, ab = (spins * lam**2 * golden(z, V, width, level, share, kT) for z in (w, -w))
    bath = 1 / np.expm1(w / kT) if T > 0 else 0.0
    return (em + damping * bath) / (ab - em + damping)


bose_300 = 1 / np.expm1(w / (kB * 300))
assert abs(full_N(0.0, T=300.0, V=0.0) / bose_300 - 1) < 1e-3
assert abs(full_N(g_ext) / N_damped - 1) < 0.03      # finite width, 2 eV
w_soft = w * np.sqrt(1 - 2 * spins * rho * lam**2 / w)
quartic = w / 4 * (x_zp / stiff_length)**2
pop_q, _, e_q = pauli(bias, g_ext, quartic)
pop_q2, _, _ = pauli(bias, g_ext, quartic, basis=90, keep=40)
basis_shift = abs(pop_q2 @ np.arange(40) - pop_q @ levels)
assert basis_shift < 1e-5

print("Discretized leads: width = 1, mode energy =", w_t, ", bias energy =", bias_t)
print(f"  N from time evolution, equal widths      {time_N[0.5]:.3f}")
print(f"  N from broad formula, equal widths       {occupation(bias_t, w_t):.3f}")
print(f"  N from time evolution, widths 4:1        {time_N[0.8]:.3f}")
print(f"  N from broad formula, widths 4:1         {0.16 * (bias_t - w_t) / w_t:.3f}")
print(f"  below/above threshold emission ratio     {below / above:.1e}")
print(f"  static filling slope (broad: {-2 / np.pi:.4f})    {slope:.4f}")
print("Example inputs")
print(f"  mode energy                              {w:.3f} eV")
print(f"  bias energy eV                           {bias:.3f} eV")
print(f"  total level width                        {width:.2f} eV")
print(f"  spin channels                            {spins}")
print(f"  coupling slope                           {coupling_slope:.2f} eV/angstrom")
print(f"  external damping, hbar g_x               {g_ext:.2e} eV")
print("Example results")
print(f"  hydrogen-molecule mass                   {mass / sc.atomic_mass:.4f} u")
print(f"  zero-point length                        {x_zp:.4f} angstrom")
print(f"  coupling energy lambda                   {lam:.4f} eV")
print(f"  level density per spin                   {rho:.4f} 1/eV")
print(f"  electronic damping, hbar g_e             {g_el:.3e} eV")
print(f"  damping ratio g_x/g_e                    {g_ext / g_el:.3f}")
print(f"  population ratio r, no bath              {ratio:.4f}")
print(f"  N without external damping               {N_free:.4f}")
print(f"  N with external damping                  {N_damped:.4f}")
for label, n in (("no bath", N_free), ("with bath", N_damped)):
    print(f"  effective temperature, {label:<10}        "
          f"{w / (kB * np.log(1 + 1 / n)):.0f} K")
    print(f"  rms displacement, {label:<10}             "
          f"{x_zp * np.sqrt(2 * n + 1):.4f} angstrom")
print(f"  relaxation time, no bath                 {hbar_eVs / g_el * 1e12:.2f} ps")
print(f"  relaxation time, with bath               {hbar_eVs / g_tot * 1e12:.2f} ps")
print(f"  heat flow to bath                        "
      f"{w * g_ext * N_damped / hbar_eVs * 1e-12:.5f} eV/ps")
print("Bias energy (eV), N without bath, N with bath")
for V in (0.05, 0.06, 0.10, 0.14, 0.18, 0.24, 0.30):
    print(f"  {V:.2f}  {occupation(V, w):.4f}  {occupation(V, w, g_ext, g_el):.4f}")
print("Neglected effects: N without bath, N with bath")
for label, args in (("finite level width", {}), ("level offset 0.5 eV", {"level": 0.5}),
                    ("widths 2:1", {"share": 2 / 3}), ("all at 4 K", {"T": kelvin}),
                    ("all at 300 K", {"T": 300.0})):
    print(f"  {label:<22} {full_N(0.0, **args):.4f}  {full_N(g_ext, **args):.4f}")
print(f"  softened mode energy if w is bare        {w_soft:.4f} eV")
print(f"  N without bath at softened energy        {occupation(bias, w_soft):.4f}")
print(f"  N with bath, finite-damping integral     {N_langevin:.4f}")
print(f"  total damping / mode energy              {g_tot / w:.4f}")
print(f"  quartic stiffening length                {stiff_length:.1f} angstrom")
print(f"  first quartic level spacing              {e_q[1] - e_q[0]:.4f} eV")
print(f"  mean level number with quartic and bath  {pop_q @ levels:.4f}")
print(f"  its shift with a larger basis            {basis_shift:.1e}")
print(f"  two-quantum scale (2 lambda/width)^2     {(2 * lam / width)**2:.5f}")
print("all assertions hold")
```

Output:

```
Discretized leads: width = 1, mode energy = 0.05 , bias energy = 0.15
  N from time evolution, equal widths      0.517
  N from broad formula, equal widths       0.500
  N from time evolution, widths 4:1        0.331
  N from broad formula, widths 4:1         0.320
  below/above threshold emission ratio     1.1e-04
  static filling slope (broad: -0.6366)    -0.6419
Example inputs
  mode energy                              0.060 eV
  bias energy eV                           0.180 eV
  total level width                        2.00 eV
  spin channels                            2
  coupling slope                           0.40 eV/angstrom
  external damping, hbar g_x               2.00e-04 eV
Example results
  hydrogen-molecule mass                   2.0157 u
  zero-point length                        0.1315 angstrom
  coupling energy lambda                   0.0526 eV
  level density per spin                   0.3183 1/eV
  electronic damping, hbar g_e             2.112e-04 eV
  damping ratio g_x/g_e                    0.947
  population ratio r, no bath              0.3333
  N without external damping               0.5000
  N with external damping                  0.2568
  effective temperature, no bath           634 K
  rms displacement, no bath                0.1859 angstrom
  effective temperature, with bath         438 K
  rms displacement, with bath              0.1617 angstrom
  relaxation time, no bath                 3.12 ps
  relaxation time, with bath               1.60 ps
  heat flow to bath                        0.00468 eV/ps
Bias energy (eV), N without bath, N with bath
  0.05  0.0000  0.0000
  0.06  0.0000  0.0000
  0.10  0.1667  0.0856
  0.14  0.3333  0.1712
  0.18  0.5000  0.2568
  0.24  0.7500  0.3853
  0.30  1.0000  0.5137
Neglected effects: N without bath, N with bath
  finite level width     0.5072  0.2582
  level offset 0.5 eV    0.4990  0.2014
  widths 2:1             0.4508  0.2295
  all at 4 K             0.5072  0.2582
  all at 300 K           0.5665  0.3414
  softened mode energy if w is bare        0.0582 eV
  N without bath at softened energy        0.5230
  N with bath, finite-damping integral     0.2560
  total damping / mode energy              0.0069
  quartic stiffening length                1.0 angstrom
  first quartic level spacing              0.0628 eV
  mean level number with quartic and bath  0.2329
  its shift with a larger basis            1.7e-14
  two-quantum scale (2 lambda/width)^2     0.00277
all assertions hold
```
